# Sneak-path resistance of a resistive crossbar with floating lines

**Setting for all parts.** A resistive memory array has $N$ row lines crossing $N$ column lines, with $N\ge 2$. At each crossing a two-terminal cell joins the row to the column. To read the cell at row 1 and column 1, a circuit holds row 1 at potential $V>0$ and column 1 at zero. These are the selected lines. The other lines float: nothing outside the array supplies or removes current from them.

Unless a part says otherwise, the lines are perfect conductors, so each has a single potential, and every cell except the selected one is ohmic with the same resistance $R$. The unselected cells include those that share one line with the selected cell. The sneak-path resistance $R_s$ is the resistance between row 1 and column 1 when the selected cell is removed. Steady currents are assumed throughout.

## Part (a): the balance equations

**Question.** Let $c_j$ be the potential of floating column $j$ and $r_i$ that of floating row $i$, with $i,j=2,\dots,N$. Sort the unselected cells by the lines they join, and write the current balance of each floating line.

**Answer.** There are three groups:

- $N-1$ cells join row 1 to the floating columns;
- $(N-1)^2$ cells join floating columns to floating rows;
- $N-1$ cells join the floating rows to column 1.

The count is $2(N-1)+(N-1)^2=(N-1)(N+1)=N^2-1$, which is every cell but the selected one.

Column $j$ receives current from row 1 through one cell and passes it to the floating rows through $N-1$ cells. As charge does not accumulate in the steady state,
$$\frac{V-c_j}{R}=\sum_{i=2}^{N}\frac{c_j-r_i}{R}. \tag{1}$$
Row $i$ receives current from the floating columns and passes it to column 1, which is at zero:
$$\sum_{j=2}^{N}\frac{c_j-r_i}{R}=\frac{r_i}{R}. \tag{2}$$
The shortest sneak path therefore crosses three cells in turn. Followed from row 1 to column 1, it passes the middle cell from column to row, opposite to its direction in the other two.

## Part (b): uniqueness and symmetry

**Question.** Show that equations (1) and (2) have one solution, and deduce that all floating columns share one potential and all floating rows share another.

**Answer.** An identity is useful here and again in part (f). Let the cell between lines $n$ and $m$ have conductance $g_{nm}$, and let
$$I_n=\sum_m g_{nm}(v_n-v_m)$$
be the net current leaving line $n$ through its cells. For any second set of numbers $w_n$, one on each line,
$$\sum_n w_nI_n=\sum_{\text{cells}}g_{nm}(v_n-v_m)(w_n-w_m). \tag{3}$$
To see this, collect the two terms on the left that belong to one cell. They are $w_ng_{nm}(v_n-v_m)$ and $w_mg_{nm}(v_m-v_n)$, and their sum is the term on the right.

Suppose two sets of potentials solve (1) and (2), and let $d_n$ be their difference. Both sets have the same values on the selected lines, so $d_n=0$ there. The equations are linear, so the currents belonging to $d$ balance on each floating line, and $I_n=0$ there. Put $v=w=d$ in (3). Every term on the left vanishes, either through $d_n$ or through $I_n$, leaving
$$0=\sum_{\text{cells}}g_{nm}(d_n-d_m)^2 .$$
No term is negative, so $d_n=d_m$ across every cell. Each floating line is joined by a cell to a selected line, where $d=0$. Hence $d=0$ everywhere and there is at most one solution. A linear system with as many equations as unknowns and at most one solution has exactly one.

Now exchange the potentials of two floating columns. Because all unselected cells are equal, (1) and (2) keep their form, so the exchanged set is also a solution. It must be the original one, and the two potentials are equal. The same argument holds for two floating rows. Thus $c_j=c$ and $r_i=r$ for all $i,j\ge2$.

## Part (c): the sneak-path resistance

**Question.** Find $c$ and $r$, and show that
$$R_s=\frac{(2N-1)R}{(N-1)^2}. \tag{4}$$

**Answer.** With equal potentials, each sum in (1) and (2) has $N-1$ equal terms. Multiplying by $R$ gives
$$V-c=(N-1)(c-r),\qquad (N-1)(c-r)=r .$$
The right side of the first equation is the left side of the second, so $V-c=r$, or $c=V-r$. Substitution in the second gives
$$(N-1)(V-2r)=r .$$
Collect the terms in $r$, using $2(N-1)+1=2N-1$:
$$(N-1)V=(2N-1)r .$$
Therefore
$$r=\frac{N-1}{2N-1}V,\qquad c=V-r=\frac{N}{2N-1}V,\qquad c-r=\frac{V}{2N-1}. \tag{5}$$
With the selected cell removed, the current leaving row 1 flows through $N-1$ cells, each with voltage $V-c=r$:
$$I_s=\frac{(N-1)r}{R}=\frac{(N-1)^2}{2N-1}\,\frac{V}{R}.$$
Since $R_s=V/I_s$, equation (4) follows.

As a test, the balance equations were solved numerically for each $N$ from 2 to 40 without assuming equal potentials. The largest relative difference from (4) was $1.8\times10^{-14}$, which is rounding error.

## Part (d): a shorter reading, and limits

**Question.** Recover (4) by combining resistors in series and parallel. Examine $N=2$ and large $N$, and extend the result to $M$ rows and $N$ columns, with $M,N\ge2$.

**Answer.** No current would flow in a wire joining points at equal potential, so the floating columns may be joined together, and likewise the floating rows. Part (b) is what permits this. Each group of cells then becomes a set of parallel resistors, and the groups are in series:
$$R_s=\frac{R}{N-1}+\frac{R}{(N-1)^2}+\frac{R}{N-1}
=\frac{(N-1)+1+(N-1)}{(N-1)^2}R=\frac{2N-1}{(N-1)^2}R .$$

For $N=2$ there is one cell in each group, and $R_s=3R$: a single path of three cells.

For large $N$ the middle group has so many parallel cells that its resistance is negligible, and $R_s\to2R/N$. To find the error of this limit, divide (4) by it:
$$\frac{R_s}{2R/N}=\frac{N(2N-1)}{2(N-1)^2}=1+\frac{3N-2}{2(N-1)^2}.$$
The last step uses $N(2N-1)-2(N-1)^2=3N-2$. At $N=400$ the ratio is 1.00376. A large array thus has about half the sneak resistance of one with half as many lines per side.

For $M$ rows and $N$ columns, the same symmetry holds within each set of floating lines. Row 1 meets $N-1$ floating columns, column 1 meets $M-1$ floating rows, and the middle group has $(M-1)(N-1)$ cells. Hence
$$R_s=\frac{R}{N-1}+\frac{R}{(M-1)(N-1)}+\frac{R}{M-1}=\frac{(M+N-1)R}{(M-1)(N-1)} .$$
With two rows and very many columns this tends to $R$. All the sneak current must then leave the one floating row through a single cell.

## Part (e): reading a cell

**Question.** Restore the selected cell, with resistance $R_{\rm sel}$. (i) For $R_{\rm sel}=R$, find the largest array whose sneak current does not exceed the current in the selected cell. (ii) Take $N=32$, a low state of 10 kΩ, a high state of 1 MΩ and a read voltage of 0.20 V, with all unselected cells in the low state. Find the sneak resistance, the line potentials, and the ratio of total currents for the two states of the selected cell.

**Answer.** (i) The selected cell joins two lines whose potentials are fixed, so restoring it does not alter (1) or (2). It lies in parallel with the sneak network:
$$I=\frac{V}{R_{\rm sel}}+\frac{V}{R_s}. \tag{6}$$
The condition $V/R_s\le V/R$ means $R_s\ge R$, or $2N-1\ge(N-1)^2$. Expanding the square gives
$$N^2-4N+2\le0,\qquad 2-\sqrt2\le N\le2+\sqrt2\approx3.41 .$$
The largest such array has $N=3$. For $R=10$ kΩ, $R_s$ is 12.5 kΩ at $N=3$ and 7.78 kΩ at $N=4$.

(ii) Here $2N-1=63$ and $(N-1)^2=961$, so
$$R_s=\frac{63}{961}\times10\,000\ \Omega=655.6\ \Omega .$$
The large-$N$ form gives 625 Ω, which is 4.7% below this value. From (5),
$$c=\frac{32}{63}\times0.20\ \text{V}=101.6\ \text{mV},\qquad r=\frac{31}{63}\times0.20\ \text{V}=98.4\ \text{mV}.$$
Each unselected cell on a selected line carries 98.4 mV, nearly half the read voltage, while each inner cell carries 3.2 mV.

The sneak current is $0.20\ \text{V}/655.6\ \Omega=305.1$ μA. The selected cell adds 20.0 μA in its low state or 0.2 μA in its high state, so the totals are 325.1 and 305.3 μA. Their ratio is 1.065, although the ratio of the cell currents alone is 100. The difference of the totals is still 19.8 μA, as (6) requires. If the background is known, the information has not been lost, but it sits on a sneak current about fifteen times larger.

## Part (f): the effect of stored data

**Question.** Show that raising the resistance of any unselected cell cannot lower $R_s$. What does this say about the background chosen in part (e)? If each unselected cell is independently in the low or the high state with equal probability, the mean $R_s$ over 400 simulated arrays is about 1390 Ω. Discuss the consequence for reading.

**Answer.** Remove the selected cell, let the other cells have any positive conductances, and define for any potentials $u$ with the prescribed values on the selected lines
$$P[u]=\sum_{\text{cells}}g_{nm}(u_n-u_m)^2 .$$
Let $v$ be the true potentials, and write $u=v+w$, where $w=0$ on the selected lines. Then
$$P[v+w]=P[v]+2\sum_{\text{cells}}g_{nm}(v_n-v_m)(w_n-w_m)+\sum_{\text{cells}}g_{nm}(w_n-w_m)^2 .$$
By (3) the middle sum equals $\sum_nw_nI_n$. It vanishes because $w_n=0$ on selected lines and $I_n=0$ on floating ones. The last sum is not negative, so the true potentials minimize $P$. Setting $w=v$ in (3) gives the minimum value, $P[v]=VI_s=V^2/R_s$, the power dissipated.

Now lower some conductances from $g$ to $g'$, with new true potentials $v'$. Then
$$\frac{V^2}{R_s'}=P'[v']\le P'[v]\le P[v]=\frac{V^2}{R_s}.$$
The first inequality holds because $v'$ minimizes $P'$, and the second because no conductance has risen. Hence $R_s'\ge R_s$. If every unselected cell has either 10 kΩ or 1 MΩ, the all-low background gives the smallest $R_s$ and the largest sneak current.

The random data raise $R_s$ from 656 Ω to a mean of about 1390 Ω, with a sampling error of about 10 Ω. Single arrays scatter about this mean with a standard deviation of about 200 Ω, or about 19 μA of sneak current, which is as large as the 19.8 μA signal. An array with this mean value has a sneak current of $0.20\ \text{V}/1390\ \Omega=144$ μA. Adding a selected cell in the low state gives 164 μA. This is less than the 305 μA found for a selected cell in the high state with an all-low background. One fixed threshold current therefore cannot identify the selected state for both backgrounds: the larger current belongs to the cell of higher resistance.

## Part (g): line resistance

**Question.** Each line segment between neighbouring crossings now has resistance $r_w=2.0$ Ω. The contacts to the selected lines are at the selected crossing, in a corner of the array. Show that $R_s$ cannot fall, and estimate its rise for $N=32$ from the current pattern of ideal lines.

**Answer.** The minimum principle also holds when the segments are included as resistors and each crossing has a separate potential on each of its two lines. Use the ideal-line potentials as a trial. They are constant along each line, so the segments add nothing and $P=V^2/R_s^{\rm ideal}$. The true minimum is no larger, so the true $R_s$ is no smaller.

For the estimate, keep the ideal currents and add the power lost in the segments. Let row 1 carry total current $I_s$. It loses $I_s/(N-1)$ at each of the $N-1$ cells, so its segments carry $mI_s/(N-1)$ with $m=N-1,\dots,1$. The power divided by $I_s^2$ is
$$\rho=\frac{r_w}{(N-1)^2}\sum_{m=1}^{N-1}m^2=\frac{r_wN(2N-1)}{6(N-1)},$$
where $\sum_{m=1}^{N-1}m^2=(N-1)N(2N-1)/6$. Column 1 collects its current in the same pattern and contributes another $\rho$. Each floating line carries $I_s/(N-1)$ in this pattern, so the $N-1$ floating columns together contribute $(N-1)\rho/(N-1)^2=\rho/(N-1)$, and so do the floating rows. The estimated rise is
$$\Delta R_s\approx2\rho\left(1+\frac1{N-1}\right).$$
For $N=32$, $\rho=2.0\times32\times63/(6\times31)=21.7$ Ω, and $\Delta R_s\approx44.8$ Ω. A numerical solution of the full network gives $R_s=699.8$ Ω, a rise of 44.2 Ω or 6.7% of the ideal value. The small difference arises because the currents redistribute, which the estimate ignores.

For large $N$, $\rho\approx r_wN/3$, while the ideal $R_s\approx2R/N$. The relative rise is then about $r_wN^2/(3R)$, provided this is small. Doubling $N$ at fixed $r_w$ and $R$ should multiply it by about four. The numerical solution for $N=64$ gives 403 Ω against an ideal 320 Ω, a rise of 26%. Equation (4) is thus a good approximation only while $N$ is well below $\sqrt{3R/r_w}$, about 120 here.

## Part (h): comparison with real cells

**Question.** The numbers above are meant to resemble a filamentary metal-oxide memory. Judge the remaining assumptions for $N=32$, changing one at a time. Use a driver resistance of 100 Ω; a cell law $I=(V_0/R)\sinh(v/V_0)$ with $V_0=0.25$ V; a normal spread of 0.30 in the logarithm of cell resistance about its 10 kΩ median; and a low-state temperature coefficient of 0.001 per kelvin from 300 to 358 K. The oxide is 5.0 nm thick and switches near 1.0 V.

**Answer.** *Driver.* This resistance is outside the array and leaves $R_s$ unchanged, but it lowers the array voltage. With the selected cell in the high state, the array resistance is $0.20\ \text{V}/305.3\ \mu\text{A}=655$ Ω. The array receives the fraction $655/755$ of 0.20 V, which is 0.174 V, a loss of 13%. The read signal suffers more. A selected cell in the low state draws more current and lowers the array voltage further, so the difference between the two total currents falls from 19.8 to 14.8 μA, a loss of 25%.

*Nonlinearity.* Since $\sinh x\ge x$ for $x\ge0$, each cell conducts at least as well as its ohmic value, and by part (f) $R_s$ cannot rise. The cells on the selected lines have $x=0.0984/0.25=0.394$, for which $\sinh x/x\approx1+x^2/6=1.026$. They account for nearly all of $R_s$, so a fall of about 2.5% is expected. The numerical solution gives 639 Ω, a fall of 2.5%.

*Spread.* If $z$ is a standard normal variable, the cell conductance is $e^{-0.30z}/R$. Its mean is $e^{0.30^2/2}/R=1.046/R$. Using this mean in (4) gives $655.6/1.046=627$ Ω. The average over 400 random arrays is 629 Ω, with a sampling error of about 1 Ω, and the standard deviation between arrays is 24 Ω. That is 3.9% of $R_s$, or about 12 μA of sneak current, comparable with the 19.8 μA signal.

*Temperature.* All unselected cells change by the same factor, $1+0.001\times58=1.058$. Equation (4) is proportional to $R$, so $R_s$ rises by 5.8% to 694 Ω. The positive coefficient assumes a filament that conducts like a metal. Some oxide filaments with resistances near 10 kΩ conduct better when warm, and $R_s$ would then fall.

*Oxide field.* During reading, the nominal field in the selected cell is $0.20\ \text{V}/5.0\ \text{nm}=0.40$ MV/cm, against about 2.0 MV/cm at switching. This treats the oxide as a uniform layer; a filament makes the local field different. If 1.0 V were applied with the same floating scheme, the other cells on the selected lines would each carry $31/63$ of it, or 0.49 V, if they were ohmic. The sinh law above gives nearly the same voltage. Whether they keep their state depends on how sharply switching sets in with voltage and on how long the pulse lasts.

*Overall.* The resistances, voltages and thickness are rough typical values for this class of device, not data for one product. For bare, nearly ohmic cells with the parameters chosen here, line resistance, nonlinearity, warming and the mean effect of cell spread each change $R_s$ by less than 7% at $N=32$. This bound concerns $R_s$, not the read signal. When the selected cell lies away from the contacts, it no longer receives the full voltage and (6) fails: with contacts at the line ends and 2.0 Ω segments, the signal for the cell in the far corner falls from 19.8 to about 16.4 μA. With cell spread, a single array can differ by more than the mean does. Stored data matter far more, since they doubled $R_s$ in part (f). An array can instead have a transistor or a strongly nonlinear selector in series with each cell. The assumption of equal ohmic cells then fails by design, and (4) with the low-state resistance does not describe their sneak current. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
lines per side N = 32
low-state resistance = 10.0 kohm
high-state resistance = 1000 kohm
read voltage = 0.20 V
oxide thickness = 5.0 nm
IDEAL CROSSBAR
largest relative error of formula, N=2..40 = 1.8e-14
N=2 sneak resistance = 30.000 kohm
N=400: R_s divided by 2R/N = 1.00376
sneak resistance, network = 655.57 ohm
sneak resistance, formula = 655.57 ohm
large-N estimate 2R/N = 625.00 ohm
floating column potential = 101.587 mV
floating row potential = 98.413 mV
drop on selected-row cells = 98.413 mV
drop on inner cells = 3.175 mV
sneak current = 305.08 uA
selected low-state cell current = 20.00 uA
selected high-state cell current = 0.20 uA
total current, selected low = 325.08 uA
total current, selected high = 305.28 uA
cell current ratio low/high = 100.0
total current ratio low/high = 1.0649
largest N with sneak <= low-state cell current = 3
R_s at N=3 = 12.500 kohm
R_s at N=4 = 7.778 kohm
NEGLECTED EFFECTS (rough parameters)
wire resistance per segment = 2.0 ohm
R_s with wires, near cell = 699.79 ohm
  shift = +6.75 %
R_s with wires, far cell = 695.85 ohm
  shift = +6.14 %
N=64: ideal R_s = 319.98 ohm
N=64: R_s with wires, near cell = 403.17 ohm
  shift = +26.00 %
driver resistance = 100 ohm
array voltage with driver, selected high = 0.1735 V
  shift = -13.24 %
sinh-law voltage scale = 0.25 V
R_s with sinh law = 639.21 ohm
  shift = -2.49 %
standard deviation of ln(cell resistance) = 0.30
R_s with spread, mean = 629.3 ohm
  standard deviation = 24.3 ohm
  shift of mean = -4.0 %
R_s with random half-low data, mean = 1392 ohm
temperature coefficient of low state = 0.0010 1/K
R_s, 300 K to 358 K = 693.59 ohm
  shift = +5.80 %
read field, selected cell = 0.400 MV/cm
read field, selected-row cells = 0.197 MV/cm
rough switching: 1.0 V, 2.0 MV/cm
half-selected drop at switching voltage = 0.492 V
```
